# Coupled and Decoupled Stripe Domains in Ferroelectric/Paraelectric Superlattices: test program

```python
"""Stripe domains in a ferroelectric/paraelectric superlattice.

Result under test: the coupling J between stripes in neighbouring layers decays
as exp(-pi*d/w), where d is the spacer thickness and w the stripe width. The
equilibrium w falls with d, diverges at a critical spacer thickness d_c, and the
coupled-to-decoupled crossover is the single point d = w/pi.

P: spontaneous polarization; EX, EZ: in-plane and out-of-plane ferroelectric
relative permittivity; EP: spacer relative permittivity; SIGMA: wall energy;
DF: ferroelectric layer thickness. Lengths are in nm, energies in J/m^2 per
ferroelectric layer; E0 is the vacuum permittivity for fields in V/nm.
"""
import numpy as np
from scipy.constants import epsilon_0, k as k_boltzmann
from scipy.integrate import simpson
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve
from scipy.special import zeta

P, EX, EZ, EP, SIGMA, DF = 0.5, 1000.0, 100.0, 100.0, 0.1, 5.0
E0 = epsilon_0 * 1e9
GAMMA = np.sqrt(EX / EZ)
EF = np.sqrt(EX * EZ)
ODD = np.arange(1, 8001, 2)
WALL = SIGMA * DF


def coth(x):
    return 1 / np.tanh(x)


def response(k, d, ep=EP, spacer=coth):
    """Energy of one harmonic divided by half its squared amplitude."""
    return 1 / (E0 * k * (ep * spacer(k * d / 2) + EF * coth(GAMMA * k * DF / 2)))


def stripe_energy(w, d, ep=EP, spacer=coth):
    k = ODD * np.pi / w
    return np.sum(8 * P**2 / (np.pi * ODD)**2 * response(k, d, ep, spacer))


def shifted_energy(w, d, shift):
    k = ODD * np.pi / w
    xp, xf = np.minimum(k * d, 300), np.minimum(GAMMA * k * DF, 300)
    yp, yf = E0 * EP * k, E0 * EF * k
    a, b = yf / np.sinh(xf), yp / np.sinh(xp)
    big = yp * coth(xp) + yf * coth(xf)
    c = np.cos(k * shift)
    ratio = (big - a - b * c) / (big**2 - a**2 - b**2 - 2 * a * b * c)
    return np.sum(8 * P**2 / (np.pi * ODD)**2 * ratio)


def uniform_energy(d, ep=EP):
    return P**2 / (2 * E0 * (ep / d + EZ / DF))


def wall_gain(w, d, ep=EP):
    """w^2 dW/dw, which balances the wall cost at equilibrium."""
    def slope(x):
        x = np.minimum(x, 300)
        return coth(x) - x / np.sinh(x)**2
    k = ODD * np.pi / w
    minus_dh = response(k, d, ep)**2 * E0 * (
        ep * slope(k * d / 2) + EF * slope(GAMMA * k * DF / 2))
    return 8 * P**2 / np.pi * np.sum(minus_dh / ODD)


def dilute_gain(d, ep=EP):
    """Electrostatic gain of one isolated wall, by quadrature over k."""
    h0 = 1 / (2 * E0 * (ep / d + EZ / DF))
    t = np.linspace(np.log(1e-3 / (d + DF)), np.log(1e5 / d), 6001)
    k = np.exp(t)
    g = (h0 - response(k, d, ep)) / k**2
    total = simpson(g * k, x=t) + g[0] * k[0] + g[-1] * k[-1]
    return 4 * P**2 / np.pi * total


def width(d, ep=EP, top=200.0):
    return brentq(lambda w: wall_gain(w, d, ep) - WALL, 0.5, top)


def critical_spacer(ep=EP, top=50.0):
    return brentq(lambda d: dilute_gain(d, ep) - WALL, 0.05, top)


def crossover_spacer(dc, ep=EP):
    return brentq(lambda d: np.pi * d - width(d, ep), 1.0005 * dc, 30.0)


def coupling(w, d):
    return stripe_energy(w, d, spacer=np.tanh) - stripe_energy(w, d)


def coupling_tail(w, d):
    k = np.pi / w
    denominator = E0 * k * (EP + EF * coth(GAMMA * k * DF / 2))
    return 2 * (4 * P / np.pi)**2 * E0 * EP * k * np.exp(-k * d) / denominator**2


def poisson_2d(w, d, shift_fraction, nx=96, nf=120, n_p=60):
    """Finite-volume solution of Poisson's equation for real square stripes."""
    nz, hx = nf + n_p, 2 * w / nx
    hz = np.r_[np.full(nf, DF / nf), np.full(n_p, d / n_p)]
    ez = np.r_[np.full(nf, EZ), np.full(n_p, EP)]
    ex = np.r_[np.full(nf, EX), np.full(n_p, EP)]
    ex_height = (ex * hz + np.roll(ex * hz, 1)) / 2
    j, i = np.meshgrid(np.arange(nz), np.arange(nx), indexing="ij")
    node = i + nx * j
    right = (i + 1) % nx + nx * j
    step = int(round(shift_fraction * nx / 2))
    up = np.where(j < nz - 1, i + nx * (j + 1), (i - step) % nx)
    bond_x = E0 * ex_height[j] / hx
    bond_z = E0 * ez[j] * hx / hz[j]
    start = np.r_[node.ravel(), node.ravel()]
    end = np.r_[right.ravel(), up.ravel()]
    bond = np.r_[bond_x.ravel(), bond_z.ravel()]
    n = nx * nz
    links = coo_matrix((bond, (start, end)), shape=(n, n)).tocsr()
    links = links + links.T
    matrix = (diags(np.asarray(links.sum(axis=1)).ravel()) - links).tocsc()
    stripe = np.where(np.arange(nx) < nx // 2, P, -P)
    charge = np.zeros(n)
    charge[:nx] = -stripe * hx
    charge[nf * nx:(nf + 1) * nx] = stripe * hx
    phi = np.zeros(n)
    phi[1:] = spsolve(matrix[1:, 1:], charge[1:])
    energy = 0.5 * charge @ phi / (2 * w)
    sine = np.sin(np.pi * (np.arange(nx) + 0.5) * hx / w)
    profile = phi.reshape(nz, nx)[nf:] @ sine
    return energy, profile


def stack_modes(d, nf=300, n_p=200):
    """Decay constants q and weights r from diagonalizing the layered stack."""
    n = nf + n_p
    hz = np.r_[np.full(nf, DF / nf), np.full(n_p, d / n_p)]
    ez = np.r_[np.full(nf, EZ), np.full(n_p, EP)]
    ex = np.r_[np.full(nf, EX), np.full(n_p, EP)]
    mass = (ex * hz + np.roll(ex * hz, 1)) / 2
    stiff = np.zeros((n, n))
    for cell in range(n):
        a, b, s = cell, (cell + 1) % n, ez[cell] / hz[cell]
        stiff[a, a] += s
        stiff[b, b] += s
        stiff[a, b] -= s
        stiff[b, a] -= s
    root = np.sqrt(mass)
    q2, vec = eigh(stiff / np.outer(root, root))
    u = vec / root[:, None]
    r = (u[nf] - u[0])**2 / (2 * E0)
    keep = (q2 > 1e-6) & (r > 1e-9 * r.max())
    return np.sqrt(q2[keep]), r[keep]


# Real-space Poisson solutions against the harmonic sums, for several shifts.
W_TEST, D_TEST = 5.0, 3.0
numeric = []
for fraction in (0.0, 0.25, 0.5, 1.0):
    energy, profile = poisson_2d(W_TEST, D_TEST, fraction)
    formula = shifted_energy(W_TEST, D_TEST, fraction * W_TEST)
    assert abs(energy / formula - 1) < 0.01
    numeric.append(energy)
    if fraction == 0.0:
        z = np.arange(len(profile)) * D_TEST / len(profile)
        k1 = np.pi / W_TEST
        expected = np.sinh(k1 * (D_TEST / 2 - z)) / np.sinh(k1 * D_TEST / 2)
        assert np.max(abs(profile / profile[0] - expected)) < 0.01
assert np.all(np.diff(numeric) > 0)
j_numeric = numeric[-1] - numeric[0]
j_formula = coupling(W_TEST, D_TEST)
assert abs(j_numeric / j_formula - 1) < 0.02
scan = [shifted_energy(W_TEST, D_TEST, s) for s in np.linspace(0, W_TEST, 41)]
assert np.argmin(scan) == 0 and np.argmax(scan) == 40

# Decay law of the coupling, from Poisson solutions at two spacer thicknesses.
j_pair = [poisson_2d(W_TEST, d, 1.0)[0] - poisson_2d(W_TEST, d, 0.0)[0]
          for d in (5.0, 7.0)]
decay_numeric = 2.0 / np.log(j_pair[0] / j_pair[1])
assert abs(decay_numeric / (W_TEST / np.pi) - 1) < 0.03

# Mode expansion of the stack against the harmonic sum.
q, r = stack_modes(D_TEST)
for w in (3.0, 6.0, 15.0):
    by_modes = uniform_energy(D_TEST) - 2 * P**2 / w * np.sum(
        r / q**3 * np.tanh(q * w / 2))
    assert abs(by_modes / stripe_energy(w, D_TEST) - 1) < 3e-3

# Equilibrium condition against direct minimization; convexity in 1/w.
direct = minimize_scalar(lambda w: stripe_energy(w, D_TEST) + WALL / w,
                         bounds=(1, 30), method="bounded",
                         options={"xatol": 1e-8}).x
assert abs(direct / width(D_TEST) - 1) < 1e-4
inverse = np.linspace(0.06, 0.5, 60)
free = [stripe_energy(1 / u, D_TEST) + WALL * u for u in inverse]
assert np.all(np.diff(free, 2) > 0)

# Critical spacer: no stripe minimum below it, logarithmic divergence above it.
d_c = critical_spacer()
widths_below = np.geomspace(2, 60, 60)
below = [stripe_energy(w, 0.98 * d_c) + WALL / w for w in widths_below]
assert np.all(np.diff(below) < 0) and below[-1] > uniform_energy(0.98 * d_c)
d_near = 1.001 * d_c
q, r = stack_modes(d_near)
amplitude = 2 * P**2 * r[0] / q[0]**3
excess = dilute_gain(d_near) - WALL
w_log = brentq(lambda w: 2 * amplitude * (1 + q[0] * w) * np.exp(-q[0] * w)
               - excess, 1.0, 200.0)
w_near = width(d_near)
assert abs(w_log / w_near - 1) < 5e-3

# Isolated-layer limit and the limit of a dominating spacer permittivity.
w_iso = width(np.inf)
w_thick = np.sqrt(np.pi**3 * E0 * (EP + EF) * WALL / (7 * zeta(3) * P**2))
assert abs(w_iso / w_thick - 1) < 0.01
assert abs(width(40.0) / w_iso - 1) < 1e-4
ratio_limit = critical_spacer(1e6, 2000.0) / width(np.inf, 1e6, 5000.0)
assert abs(ratio_limit - 1) < 0.02

# Crossover and its uniqueness on a scan of spacer thicknesses.
d_star = crossover_spacer(d_c)
w_star = width(d_star)
d_scan = np.linspace(1.005 * d_c, 12, 40)
w_scan = np.array([width(d) for d in d_scan])
assert np.all(np.diff(w_scan) < 0)
assert np.sum(np.diff(np.sign(np.pi * d_scan / w_scan - 1)) != 0) == 1
w_8 = width(8.0)
tail_ratio = coupling_tail(w_8, 8.0) / coupling(w_8, 8.0)
assert abs(tail_ratio - 1) < 0.01

EP2 = 400.0
d_c2 = critical_spacer(EP2)
d_star2 = crossover_spacer(d_c2, EP2)
w_iso2 = width(np.inf, EP2)
assert d_star2 / d_c2 < d_star / d_c

print(f"polarization P = {P} C/m^2; wall energy = {SIGMA} J/m^2")
print(f"ferroelectric: thickness {DF} nm, eps_x {EX:.0f}, eps_z {EZ:.0f}")
print(f"spacer permittivity = {EP:.0f}")
print(f"sqrt(eps_x eps_z) = {EF:.2f}; anisotropy gamma = {GAMMA:.4f}")
print(f"Poisson test: w = {W_TEST} nm, d = {D_TEST} nm")
print(f"  registry energy, Poisson = {1e3*numeric[0]:.2f} mJ/m^2")
print(f"  registry energy, formula = {1e3*stripe_energy(5.0, 3.0):.2f} mJ/m^2")
print(f"  coupling J, Poisson = {1e3*j_numeric:.3f} mJ/m^2")
print(f"  coupling J, formula = {1e3*j_formula:.3f} mJ/m^2")
print(f"  decay length, Poisson = {decay_numeric:.4f} nm")
print(f"  decay length, w/pi = {W_TEST/np.pi:.4f} nm")
print(f"critical spacer d_c = {d_c:.4f} nm")
print(f"width at 1.001 d_c = {w_near:.2f} nm; log law = {w_log:.2f} nm")
print(f"slowest stack mode q_1 at 1.001 d_c = {q[0]:.4f} 1/nm")
print(f"crossover spacer d* = {d_star:.4f} nm; width there = {w_star:.4f} nm")
print(f"d*/d_c = {d_star/d_c:.4f}")
print(f"isolated-layer width = {w_iso:.4f} nm; w_iso/pi = {w_iso/np.pi:.4f} nm")
print(f"thick-layer square-root law width = {w_thick:.4f} nm")
print("columns: d (nm), w (nm), pi d/w, midplane/interface field,")
print("  J (mJ/m^2), J/registry energy, side of kT/J patch at 300 K (nm)")
for d in (1.5, d_star, 2.0, 3.0, 4.0, 6.0, 8.0, 12.0):
    w = width(d)
    J = coupling(w, d)
    side = 1e9 * np.sqrt(k_boltzmann * 300 / J)
    print(f"  {d:7.4f} {w:8.4f} {np.pi*d/w:7.4f} {1/np.cosh(np.pi*d/w/2):7.4f}"
          f" {1e3*J:10.5f} {J/stripe_energy(w, d):9.6f} {side:8.3f}")
print(f"J tail formula / full J at d = 8 nm: {tail_ratio:.5f}")
print(f"spacer permittivity {EP2:.0f}: d_c = {d_c2:.4f} nm, d* = {d_star2:.4f} nm")
print(f"  d*/d_c = {d_star2/d_c2:.4f}; isolated width = {w_iso2:.4f} nm")
print(f"d_c/w_iso for spacer permittivity 1e6 = {ratio_limit:.4f}")
print("tests ok")
```

It prints:

```
polarization P = 0.5 C/m^2; wall energy = 0.1 J/m^2
ferroelectric: thickness 5.0 nm, eps_x 1000, eps_z 100
spacer permittivity = 100
sqrt(eps_x eps_z) = 316.23; anisotropy gamma = 3.1623
Poisson test: w = 5.0 nm, d = 3.0 nm
  registry energy, Poisson = 85.08 mJ/m^2
  registry energy, formula = 85.10 mJ/m^2
  coupling J, Poisson = 12.855 mJ/m^2
  coupling J, formula = 12.859 mJ/m^2
  decay length, Poisson = 1.5922 nm
  decay length, w/pi = 1.5915 nm
critical spacer d_c = 1.2735 nm
width at 1.001 d_c = 28.71 nm; log law = 28.71 nm
slowest stack mode q_1 at 1.001 d_c = 0.3235 1/nm
crossover spacer d* = 2.2888 nm; width there = 7.1904 nm
d*/d_c = 1.7973
isolated-layer width = 5.2145 nm; w_iso/pi = 1.6598 nm
thick-layer square-root law width = 5.2116 nm
columns: d (nm), w (nm), pi d/w, midplane/interface field,
  J (mJ/m^2), J/registry energy, side of kT/J patch at 300 K (nm)
   1.5000  11.0435  0.4267  0.9777  135.11639  1.234423    0.175
   2.2888   7.1904  1.0000  0.8868   46.27432  0.442255    0.299
   2.0000   7.8924  0.7961  0.9257   63.49893  0.600514    0.255
   3.0000   6.3054  1.4947  0.7737   24.13504  0.235368    0.414
   4.0000   5.7718  2.1772  0.6048   11.04244  0.110007    0.612
   6.0000   5.3910  3.4965  0.3379    2.74772  0.028086    1.228
   8.0000   5.2748  4.7647  0.1831    0.75627  0.007820    2.340
  12.0000   5.2217  7.2197  0.0541    0.06428  0.000669    8.027
J tail formula / full J at d = 8 nm: 0.99998
spacer permittivity 400: d_c = 4.3375 nm, d* = 4.5792 nm
  d*/d_c = 1.0557; isolated width = 6.8533 nm
d_c/w_iso for spacer permittivity 1e6 = 1.0008
tests ok
```
